# Gap states, charge neutrality and Fermi-level pinning in a chain model: test program

```python
"""Metal-induced gap states and Fermi-level pinning in a chain model.

Result under test: a dimerised insulator (hoppings t1 > t2, site energy 0)
joined at its strong-bond end to a half-filled metal chain is neutral when
the Fermi level E_F is at the complex-band branch point E_B = 0. The
interface double layer then holds E_F near E_B.
Symbols: phi = E_F - E_B; mu = E_F - (metal band centre); tm = metal hopping;
tc = contact hopping; sigma = contact self-energy; gamma = -Im sigma;
g = end-site Green function of the cut insulator; N = excess electrons per
spin on the insulator; phi0 = phi before any charge transfer;
d = layer spacing and distance to the metal plane; area = area per chain.
Energies in Ry, lengths in bohr, so the squared electron charge is 2.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, root
from scipy.special import expit

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
t1, t2, tm, tc = 0.15, 0.10, 0.15, 0.10
d, area = 3.0, 50.0
half_gap = t1 - t2
gamma = tc**2 / tm

# Quadrature on the vertical contour E_F + i y, 0 < y < infinity
x_gl, w_gl = np.polynomial.legendre.leggauss(80)
y = 0.05 * (1 + x_gl) / (1 - x_gl)
wy = w_gl * 0.05 * 2 / (1 - x_gl)**2


def small_root(z, first, second):
    """Smaller root of the end-site Green function equation."""
    z = np.asarray(z, dtype=complex)
    b = z**2 - first**2 + second**2
    s = np.sqrt(b**2 - 4 * z**2 * second**2)
    den = np.where(abs(b + s) > abs(b - s), b + s, b - s)
    return 2 * z / den


def metal_sigma(mu, contact):
    w = mu + 1j * y
    return contact**2 * 2 / (w + np.sqrt(w - 2 * tm) * np.sqrt(w + 2 * tm))


def passed_charge(phi, sigma):
    """N from the determinant formula."""
    z = phi + 1j * y
    g = small_root(z, t1, t2)
    slope = -(t2**2 * g**2 - 2 * z * g + 1) / (
        2 * z * t2**2 * g - (z**2 - t1**2 + t2**2))
    return float(wy @ np.real(-sigma * slope / (1 - sigma * g)) / np.pi)


def inverse_matrix(levels, first, second, sigma, heights):
    """Green matrices; levels are E_F minus the site energies."""
    n = len(levels)
    bonds = np.where(np.arange(n - 1) % 2 == 0, first, second)
    base = np.diag(levels) + np.diag(bonds, 1) + np.diag(bonds, -1)
    a = base[None] + 1j * heights[:, None, None] * np.eye(n)[None]
    a[:, 0, 0] -= sigma
    return np.linalg.inv(a)


def site_charges(levels, first, second, sigma):
    """Excess electrons per spin on every site, by explicit inversion."""
    green = inverse_matrix(levels, first, second, sigma, y)
    return wy @ np.real(np.einsum("kii->ki", green)) / np.pi


def diagonalized_charge(phi, mu, n_metal=1500, n_ins=100, kt=5e-4):
    """N from the eigenstates of a long finite chain, slightly smeared."""
    energies = np.r_[np.full(n_metal, -mu), np.full(n_ins, -phi)]
    inside = np.where(np.arange(n_ins - 1) % 2 == 0, t1, t2)
    hops = -np.r_[np.full(n_metal - 1, tm), tc, inside]
    e, v = eigh_tridiagonal(energies, hops)
    return float(np.sum(v[n_metal:]**2 @ expit(-e / kt)) - n_ins / 2)


print(f"t1, t2, tm, tc = {t1:.2f}, {t2:.2f}, {tm:.2f}, {tc:.2f} Ry")
print(f"d = {d:.1f} bohr, area = {area:.1f} bohr^2")
print(f"gap = {2*half_gap:.3f} Ry = {2*half_gap*RY_EV:.3f} eV")

# Complex band: decay of the explicit Green function against the dispersion
for energy in (-0.03, 0.01, 0.03):
    gr = inverse_matrix(np.full(160, energy), t1, t2, 0.0, np.zeros(1))[0]
    decay = -np.log(abs(gr[0, 12] / gr[0, 10]))
    kappa = np.arccosh((t1**2 + t2**2 - energy**2) / (2 * t1 * t2))
    assert abs(decay - kappa) < 1e-8
    print(f"decay constant at E = {energy:+.2f} Ry: {decay:.4f} per cell")
kappa_b = np.log(t1 / t2)
print(f"decay constant at branch point: {kappa_b:.4f} per cell")

# Gap states at the branch point
gr = inverse_matrix(np.zeros(80), t1, t2, -1j * gamma, np.zeros(1))[0]
ldos = -np.diag(gr).imag / np.pi
cells = np.arange(40)
assert np.max(abs(ldos[0::2])) < 1e-9
assert np.allclose(ldos[1::2], gamma / (np.pi * t1**2)
                   * np.exp(-2 * kappa_b * cells), atol=1e-9)
dos_sum = gamma / (np.pi * (t1**2 - t2**2))
assert abs(ldos.sum() - dos_sum) < 1e-8
print(f"gamma = {gamma:.5f} Ry")
print("gap-state density on second site of dimers 1,2,3: "
      + ", ".join(f"{v:.4f}" for v in ldos[1:6:2]) + " /Ry/spin")
print(f"summed gap-state density at E_B: {ldos.sum():.4f} /Ry/spin")

# Constant self-energy: explicit charges against the arctangent laws
wide = np.full(len(y), -1j * gamma)
for phi in (-0.03, 0.02):
    direct = site_charges(np.full(80, phi), t1, t2, wide).sum()
    g = small_root(phi, t1, t2).real
    assert abs(direct + np.arctan(gamma * g) / np.pi) < 1e-7
    print(f"constant gamma, phi = {phi:+.2f} Ry: N = {direct:+.5f}")
shift = 0.05
shifted = site_charges(np.zeros(80), t1, t2, wide + shift)
assert abs(shifted.sum()) < 1e-7 and abs(shifted[0]) > 1e-3
print(f"end-site shift {shift:.2f} Ry at phi = 0: first-site charge "
      f"{shifted[0]:+.4f}, total {abs(shifted.sum()):.1e} per spin")
phi = 0.02
edge = site_charges(np.full(81, phi), t2, t1, wide).sum()
g_edge = 1 / (t1**2 * small_root(phi, t2, t1).real)
assert abs(edge - np.arctan(1 / (gamma * g_edge)) / np.pi) < 1e-7
edge_zero = site_charges(np.zeros(81), t2, t1, wide).sum()
assert abs(edge_zero) < 1e-7
print(f"weak-bond end, phi = {phi:.2f} Ry: N = {edge:+.5f}")

# Staggered site energies: transfer vanishes away from the branch point
stagger = 0.03
pattern = np.where(np.arange(80) % 2 == 0, stagger, -stagger)
moved = []
for phi in (-stagger, 0.0):
    joined = site_charges(phi - pattern, t1, t2, wide).sum()
    cut = site_charges(phi - pattern, t1, t2, 0.0).sum()
    moved.append(joined - cut)
assert abs(moved[0]) < 1e-7 and moved[1] > 0.01
print(f"stagger {stagger:.2f} Ry: transfer at E = {-stagger:.2f} Ry is "
      f"{abs(moved[0]):.1e}, at E_B {moved[1]:+.4f} per spin")

# Real metal chain: contour formula against diagonalization
half = metal_sigma(0.0, tc)
for phi in (0.0, 0.02):
    formula = passed_charge(phi, half)
    exact = diagonalized_charge(phi, 0.0)
    assert abs(formula - exact) < 1e-4
    print(f"half-filled metal, phi = {phi:.2f} Ry: N formula "
          f"{formula:+.5f}, diagonalized {exact:+.5f}")
assert abs(passed_charge(0.0, half)) < 1e-9
scan = [passed_charge(p, half) for p in np.linspace(-0.045, 0.045, 31)]
assert np.all(np.diff(scan) > 0)
step = 1e-4
response = (passed_charge(step, half) - passed_charge(-step, half)) / (2*step)
print(f"charge response dN/dphi at E_B: {response:.4f} /Ry/spin")

edge_phi = 0.98 * half_gap
for mu in (-0.10, 0.05, 0.10):
    sig = metal_sigma(mu, tc)
    neutral = brentq(lambda p: passed_charge(p, sig), -edge_phi, edge_phi)
    assert abs(neutral) < half_gap / 2
    print(f"mu = {mu:+.2f} Ry: neutral level E_B {neutral:+.5f} Ry "
          f"= {neutral/half_gap:+.3f} half-gaps")
assert abs(diagonalized_charge(neutral, mu)) < 1e-4

# Pinning by the interface double layer, insulator shifted rigidly
coulomb = 8 * np.pi * d / area


def rigid_level(phi0, sigma):
    return brentq(lambda p: p - phi0 + 2 * coulomb * passed_charge(p, sigma),
                  -edge_phi, edge_phi)


pin_slope = 1 / (1 + 2 * coulomb * response)
measured = (rigid_level(1e-3, half) - rigid_level(-1e-3, half)) / 2e-3
assert abs(measured - pin_slope) < 1e-3
print(f"double-layer energy U = {coulomb:.4f} Ry per electron")
print(f"pinning slope dphi/dphi0 at E_B: {pin_slope:.4f}")
for phi0 in (-0.20, -0.10, 0.10, 0.20):
    level = rigid_level(phi0, half)
    print(f"phi0 = {phi0:+.2f} Ry ({phi0*RY_EV:+.3f} eV): phi = "
          f"{level:+.5f} Ry ({level*RY_EV:+.4f} eV)")

# Site-resolved planar electrostatics with a grounded metal plane
n_sites = 32
depth = d * np.arange(1, n_sites + 1)
kernel = 8 * np.pi / area * np.minimum.outer(depth, depth)
phi0 = 0.04
ratios = []
print(f"contacts compared at phi0 = {phi0:.2f} Ry")
for contact in (0.02, 0.05, 0.10):
    sig = metal_sigma(0.0, contact)
    rigid = rigid_level(phi0, sig)

    def mismatch(levels):
        return levels - phi0 + kernel @ (
            2 * site_charges(levels, t1, t2, sig))

    solution = root(mismatch, np.full(n_sites, rigid), tol=1e-10)
    assert np.max(abs(mismatch(solution.x))) < 1e-7
    deep = solution.x[-1]
    ratios.append(deep / phi0)
    print(f"tc = {contact:.2f} Ry: phi/phi0 rigid {rigid/phi0:.4f}, "
          f"site-resolved {deep/phi0:.4f}")
assert 1 > ratios[0] > ratios[1] > ratios[2] > 0
assert ratios[0] > 0.6 and ratios[2] < 0.4

print("PASS")
```

Running it gives:

```
t1, t2, tm, tc = 0.15, 0.10, 0.15, 0.10 Ry
d = 3.0 bohr, area = 50.0 bohr^2
gap = 0.100 Ry = 1.361 eV
decay constant at E = -0.03 Ry: 0.3252 per cell
decay constant at E = +0.01 Ry: 0.3974 per cell
decay constant at E = +0.03 Ry: 0.3252 per cell
decay constant at branch point: 0.4055 per cell
gamma = 0.06667 Ry
gap-state density on second site of dimers 1,2,3: 0.9431, 0.4192, 0.1863 /Ry/spin
summed gap-state density at E_B: 1.6977 /Ry/spin
constant gamma, phi = -0.03 Ry: N = -0.05848
constant gamma, phi = +0.02 Ry: N = +0.03594
end-site shift 0.05 Ry at phi = 0: first-site charge -0.0708, total 6.9e-18 per spin
weak-bond end, phi = 0.02 Ry: N = +0.16130
stagger 0.03 Ry: transfer at E = -0.03 Ry is 4.4e-16, at E_B +0.0450 per spin
half-filled metal, phi = 0.00 Ry: N formula +0.00000, diagonalized -0.00000
half-filled metal, phi = 0.02 Ry: N formula +0.03289, diagonalized +0.03290
charge response dN/dphi at E_B: 1.5423 /Ry/spin
mu = -0.10 Ry: neutral level E_B +0.01058 Ry = +0.212 half-gaps
mu = +0.05 Ry: neutral level E_B -0.00510 Ry = -0.102 half-gaps
mu = +0.10 Ry: neutral level E_B -0.01058 Ry = -0.212 half-gaps
double-layer energy U = 1.5080 Ry per electron
pinning slope dphi/dphi0 at E_B: 0.1769
phi0 = -0.20 Ry (-2.721 eV): phi = -0.03083 Ry (-0.4194 eV)
phi0 = -0.10 Ry (-1.361 eV): phi = -0.01704 Ry (-0.2318 eV)
phi0 = +0.10 Ry (+1.361 eV): phi = +0.01704 Ry (+0.2318 eV)
phi0 = +0.20 Ry (+2.721 eV): phi = +0.03083 Ry (+0.4194 eV)
contacts compared at phi0 = 0.04 Ry
tc = 0.02 Ry: phi/phi0 rigid 0.8176, site-resolved 0.7749
tc = 0.05 Ry: phi/phi0 rigid 0.4527, site-resolved 0.3689
tc = 0.10 Ry: phi/phi0 rigid 0.1758, site-resolved 0.0996
PASS
```
